\section*{Vineyard Rate for Hydrogen Leaving an Interface Bond}

Suppose a calculation has given the barrier for hydrogen to leave a passivated bond at the Si/SiO$_2$ interface. Before that barrier can become a bond lifetime, one must decide what to put in front of the Boltzmann factor. One choice is the stretching frequency of the bond. The other requires the vibrational frequencies of the bound configuration and of the saddle, with the same atoms free to move in both. The second choice follows from counting how often an equilibrium population crosses the saddle. It also shows which properties of the bond matter, and where classical vibrations cease to be adequate for hydrogen.

Let $q_1,\ldots,q_N$ be the Cartesian coordinates of the hydrogen atom and of all host atoms allowed to move, with masses $m_i$. The remaining atoms are held fixed, so there are no free translations or rotations. The potential energy $V$ has a minimum at the bound configuration and one first-order saddle on the way out, higher by $E_b$. At a first-order saddle the curvature is negative along one normal mode and positive along all the others. Mass-weighted coordinates $Q_i=\sqrt{m_i}\,q_i$ make the kinetic energy $\tfrac12\sum_i\dot Q_i^2$, so that every direction has unit mass. The matrix of second derivatives of $V$ with respect to $Q$ is $\mathbf H$. Its eigenvalues are $\omega_1^2,\ldots,\omega_N^2$ at the minimum. At the saddle they are $-\omega_b^2$ and $\omega_1^{\ddagger2},\ldots,\omega_{N-1}^{\ddagger2}$, with all the symbols $\omega$ positive. Ordinary frequencies are $\nu=\omega/2\pi$. Hartree atomic units are used, with $\hbar$ kept visible where quantum effects enter.

Place a plane through the saddle, with unit normal $\mathbf n$ pointing outwards, and let $v=\mathbf n\cdot\dot{\mathbf Q}$. If the bound state is in thermal equilibrium, the number of outward crossings per unit time, divided by the bound population, is
\begin{equation}
k_n=\langle v\,\theta(v)\rangle\,
\frac{\int_{\rm plane}e^{-V/k_BT}\,dS}{\int_{\rm well}e^{-V/k_BT}\,d^NQ}.
\label{flux}
\end{equation}
The step function $\theta(v)$ keeps outward motion. The average factors out because velocities and positions are independent in classical equilibrium. A permanent departure needs at least one outward crossing, so this flux is the escape rate if no hydrogen returns, and an overestimate if some does.

The velocity component has the Gaussian weight $e^{-v^2/2k_BT}$, hence
\begin{equation}
\langle v\,\theta(v)\rangle=
\frac{\int_0^\infty v\,e^{-v^2/2k_BT}\,dv}{\int_{-\infty}^{\infty}e^{-v^2/2k_BT}\,dv}
=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}}.
\label{speed}
\end{equation}
Measure energy from the minimum. Assume that $k_BT\ll E_b$ and that no bound mode is so soft that thermal motion leaves the quadratic region. The population then lies close to the minimum, where $V\simeq\tfrac12\sum_i\omega_i^2a_i^2$ in normal coordinates $a_i$. The limits of integration may then be moved to infinity, and
\begin{equation}
\int_{\rm well}e^{-V/k_BT}\,d^NQ\simeq\prod_{i=1}^{N}\frac{\sqrt{2\pi k_BT}}{\omega_i}.
\label{well}
\end{equation}
Choose the plane whose normal is the unstable mode of the saddle. It is spanned by the $N-1$ stable modes, so
\begin{equation}
\int_{\rm plane}e^{-V/k_BT}\,dS\simeq e^{-E_b/k_BT}\prod_{j=1}^{N-1}\frac{\sqrt{2\pi k_BT}}{\omega_j^\ddagger}.
\label{plane}
\end{equation}
The well has one Gaussian factor more than the plane. Together with the velocity average it leaves
\begin{equation}
\sqrt{\frac{k_BT}{2\pi}}\,\frac{1}{\sqrt{2\pi k_BT}}=\frac1{2\pi},
\end{equation}
and the temperature disappears from the prefactor. Since $\omega=2\pi\nu$, the ratio of $N$ to $N-1$ frequencies supplies one factor $2\pi$, which cancels this $1/2\pi$:
\begin{equation}
k=\frac{1}{2\pi}\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-1}\omega_j^\ddagger}e^{-E_b/k_BT}
=\frac{\prod_{i=1}^N\nu_i}{\prod_{j=1}^{N-1}\nu_j^\ddagger}e^{-E_b/k_BT}.
\label{vineyard}
\end{equation}
This is the Vineyard rate. The prefactor reduces to the stretching frequency if the stretch is the mode that becomes unstable and all other modes keep their frequencies. If the surroundings of the hydrogen are softer at the saddle, more configurations are accessible there and the rate rises. Distant atoms whose vibrations are the same in both configurations cancel from the ratio, provided that they are included in both products. If there are several exits, their outward fluxes add, and so do their rates.

The choice of plane needs a justification, since \eqref{flux} can be evaluated for others. Write $\mathbf H$ at the saddle in an orthonormal basis made of $\mathbf n$ and $N-1$ vectors in the plane, and call the block belonging to the plane $\mathbf H_\perp$. The diagonal element of an inverse matrix is a cofactor divided by the determinant, so $\mathbf n^T\mathbf H^{-1}\mathbf n=\det\mathbf H_\perp/\det\mathbf H$. With $\det\mathbf H=-\omega_b^2\prod_j\omega_j^{\ddagger2}$ this gives
\begin{equation}
\det\mathbf H_\perp=\kappa^2\prod_j\omega_j^{\ddagger2},\qquad
\kappa^2=-\omega_b^2\,\mathbf n^T\mathbf H^{-1}\mathbf n.
\label{det}
\end{equation}
Let $c_b$ and $c_j$ be the components of $\mathbf n$ along the unstable and stable modes, with $c_b>0$. Then
\begin{equation}
\kappa^2=c_b^2-\sum_j c_j^2\frac{\omega_b^2}{\omega_j^{\ddagger2}}\le1 .
\end{equation}
The plane integral converges in the quadratic approximation when $\kappa^2>0$. It is proportional to $1/\sqrt{\det\mathbf H_\perp}$, so $k_n=k/\kappa\ge k$. Within the quadratic approximation, the plane normal to the unstable mode gives the smallest flux.

The excess through a tilted plane consists of crossings that are later undone, or that undo earlier ones. Near the saddle the displacement $s$ along the unstable mode obeys $\ddot s=\omega_b^2s$. A trajectory that starts at $s=0$ with velocity $v_0>0$ follows $s(t)=(v_0/\omega_b)\sinh\omega_bt$. It came from the bound side and does not cross $s=0$ again. The flux through this plane therefore counts each passage from the bound side to the outside once. The stable coordinates stay bounded while $s$ grows, so the same passage crosses a tilted plane outwards one time more than inwards. Any further outward crossing is balanced by an inward one. The number of true passages does not depend on the plane used to count them, and $\kappa=k/k_n$ is the fraction of the tilted flux that represents true passages. This holds for the quadratic saddle. It does not exclude a later return of hydrogen that has kept its energy and is reflected further out; the absence of such returns remains an assumption.

The masses in \eqref{vineyard} can be isolated. Let $\mathbf K_0$ and $\mathbf K_\ddagger$ be the ordinary second-derivative matrices with respect to $q$ at the minimum and at the saddle. Mass weighting divides each determinant by the same product of masses:
\begin{equation}
\prod_i\omega_i=\sqrt{\frac{\det\mathbf K_0}{\prod_i m_i}},\qquad
\omega_b\prod_j\omega_j^\ddagger=\sqrt{\frac{|\det\mathbf K_\ddagger|}{\prod_i m_i}} .
\end{equation}
Dividing the first by the second and inserting the result in \eqref{vineyard} gives
\begin{equation}
k=\frac{\omega_b}{2\pi}\sqrt{\frac{\det\mathbf K_0}{|\det\mathbf K_\ddagger|}}\;e^{-E_b/k_BT}.
\label{force}
\end{equation}
The determinants are the same for hydrogen and deuterium, so the classical isotope ratio is $k_{\rm H}/k_{\rm D}=\omega_b^{\rm H}/\omega_b^{\rm D}$. The stretching frequency of the bound state does not fix this ratio; the unstable mode at the saddle does.

Two situations outside the formula deserve mention. If the energy rises steadily to a plateau as the bond breaks, there is no saddle and no set of saddle frequencies. If there is a saddle but one of its stable modes is nearly free, $\omega_j^\ddagger\to0$ makes the prefactor diverge. The divergence comes from the Gaussian integral, not from the physics. If that coordinate can move freely over a mass-weighted length $L$, its factor $\sqrt{2\pi k_BT}/\omega_j^\ddagger$ in \eqref{plane} must be replaced by $L$, and
\begin{equation}
k=\frac1{2\pi}\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-2}\omega_j^\ddagger}\,\frac{L}{\sqrt{2\pi k_BT}}\;e^{-E_b/k_BT}.
\end{equation}
The rate is finite again, and its prefactor now depends on temperature.

A model bond with round parameters shows the sizes involved. It is not a computed Si/SiO$_2$ structure. Hydrogen moves by $x$ along the exit and by $y,z$ across it, and a host atom of mass 28 u moves by $X$:
\begin{align}
V={}&U(x)+\tfrac12k_t\Bigl(1-\frac{x}{2b}\Bigr)(y^2+z^2)+\tfrac12K(X-\lambda x)^2,\\
U(x)={}&E_b\left(\frac{3x^2}{b^2}-\frac{2x^3}{b^3}\right).
\end{align}
The parameters are $E_b=0.1$ hartree (2.72 eV), $b=2$ bohr, $k_t=0.015$ and $K=0.15$ hartree/bohr$^2$, and $\lambda=-0.2$. The minimum is at the origin and the saddle at $x=b$, $y=z=0$, $X=\lambda b=-0.4$ bohr. The host atom thus relaxes away from the departing hydrogen.

From $U''(x)=6E_b/b^2-12E_bx/b^3$, the curvature is $a=6E_b/b^2=0.15$ hartree/bohr$^2$ at the minimum and $-a$ at the saddle. The $(x,X)$ block of the second-derivative matrix has determinant
\begin{equation}
(U''+K\lambda^2)K-(K\lambda)^2=U''K,
\end{equation}
which has the same magnitude $aK$ at both points. The two transverse stiffnesses fall from $k_t$ to $k_t/2$, so
\begin{equation}
\sqrt{\frac{\det\mathbf K_0}{|\det\mathbf K_\ddagger|}}=\sqrt{\frac{k_t^2}{(k_t/2)^2}}=2 .
\end{equation}

The frequencies $\hbar\omega$ of the bound state are 0.001680, 0.002857 (twice) and 0.009221 hartree. The highest is mainly the hydrogen stretch. The stable modes of the saddle lie at 0.001748 and 0.002020 (twice) hartree, and the unstable mode has $\hbar\omega_b=0.008860$ hartree. In atomic units the prefactor is
\begin{equation}
\frac{1}{2\pi}\,\frac{0.001680\times0.002857^2\times0.009221}{0.001748\times0.002020^2}
=2.82\times10^{-3},
\end{equation}
or $1.17\times10^{14}$ s$^{-1}$. The force-constant form gives the same value, $2\times0.008860/2\pi$. The stretching frequency alone would give $0.009221/2\pi=1.47\times10^{-3}$, too low by a factor 1.9 relative to the Vineyard prefactor. The softer transverse motion at the saddle supplies a factor 2.0, and the slightly higher frequency of the host mode a factor $0.001680/0.001748=0.96$.

At 800 K, $k_BT=0.002533$ hartree and $E_b/k_BT=39.47$. Therefore
\begin{equation}
k=2.82\times10^{-3}\times7.20\times10^{-18}=2.03\times10^{-20}
\end{equation}
in atomic units, or $8.4\times10^{-4}$ s$^{-1}$. If all bonds have this barrier and none is passivated again, their number decays as $e^{-kt}$. The mean lifetime is $1/k\approx1190$ s, and $1-e^{-0.84}=57\%$ of the bonds are lost in 1000 s. The rate is very sensitive to the barrier: an error $\delta E$ multiplies the rate by $e^{-\delta E/k_BT}$, so lowering the barrier by 0.0025 hartree raises the rate by about a factor $e$, more than the whole correction to the stretching frequency.

Direct quadrature of \eqref{flux} with the full potential tests the harmonic integrals. Its ratio to the Vineyard rate is 0.9933, 0.9967 and 0.9984 at 800, 400 and 200 K. The deviation halves with the temperature, for a general reason. Typical displacements scale as $\sqrt{k_BT}$. A cubic term in $V/k_BT$ is then of order $\sqrt{k_BT}$, but its first-order average vanishes because it is odd. Its square and the quartic terms survive, and both are of order $k_BT$.

For this model the contribution of the well can be worked out. The integral over $X$ does not depend on $x$, and those over $y$ and $z$ together give a factor proportional to $(1-x/2b)^{-1}$. With $r=x/b$ and $\epsilon=k_BT/E_b$, the remaining weight is $e^{-3r^2/\epsilon}$ times
\begin{equation}
\frac{e^{2r^3/\epsilon}}{1-r/2}=1+\frac r2+\frac{r^2}{4}+\frac{2r^3}{\epsilon}+\frac{r^4}{\epsilon}+\frac{2r^6}{\epsilon^2}+\cdots .
\end{equation}
The terms shown are those needed for the average to order $\epsilon$. The Gaussian has $\langle r^2\rangle=\epsilon/6$, $\langle r^4\rangle=3(\epsilon/6)^2=\epsilon^2/12$ and $\langle r^6\rangle=15(\epsilon/6)^3=5\epsilon^3/72$, while odd powers average to zero. The well integral is therefore multiplied by
\begin{equation}
1+\epsilon\left(\frac1{24}+\frac1{12}+\frac5{36}\right)=1+\frac{19}{72}\,\frac{k_BT}{E_b}.
\end{equation}
A larger bound population lowers the rate. At 800 K the reduction is $0.264/39.47=0.0067$, which accounts for the quadrature result. At all three temperatures this first-order well term alone reproduces the ratio to within $10^{-4}$; the small remainder, from the saddle plane and from higher orders, is not separated here.

The plane $x=b$ looks natural but ignores the host motion in the unstable mode. Inverting the $(x,X)$ block at the saddle gives $(\mathbf K_\ddagger^{-1})_{xx}=K/(-aK)=-1/a$. In mass-weighted coordinates this element is multiplied by the hydrogen mass $m_{\rm H}$, and \eqref{det} yields
\begin{equation}
\kappa=\omega_b\sqrt{\frac{m_{\rm H}}{a}}=0.008860\sqrt{\frac{1837.15}{0.15}}=0.981 .
\end{equation}
Quadrature at 200 K finds the flux through $x=b$ larger by 2.0\% than that through the plane normal to the unstable mode, in agreement with $1/\kappa$. Sampled trajectories of the quadratic saddle give a transmission of 0.981, which confirms that the excess is recrossing.

Classical vibrations are a much poorer approximation here than harmonic ones. The highest bound mode has $\hbar\omega/k_BT=3.64$ at 800 K, so its levels are far from a continuum. To quantize the vibrations, first consider the motion across the saddle by itself. Its outward flux, per quantum cell $2\pi\hbar$ of phase space, is
\begin{equation}
\int_0^\infty\frac{dv}{2\pi\hbar}\,v\,e^{-v^2/2k_BT}=\frac{k_BT}{2\pi\hbar}.
\end{equation}
In the harmonic approximation the other saddle modes are independent of this motion. They contribute their partition functions, and the bound population contributes that of all $N$ well modes. With $u=\hbar\omega/k_BT$, summing the geometric series over the levels of one oscillator gives
\begin{equation}
\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)},
\end{equation}
and hence
\begin{equation}
k_q=\frac{k_BT}{2\pi\hbar}\,
\frac{\prod_{i=1}^N2\sinh(u_i/2)}{\prod_{j=1}^{N-1}2\sinh(u_j^\ddagger/2)}\;e^{-E_b/k_BT}.
\label{quantum}
\end{equation}
When every $u$ is small, $2\sinh(u/2)\to u$. The one unpaired factor $\hbar/k_BT$ cancels $k_BT/\hbar$, and \eqref{vineyard} returns. In general
\begin{equation}
\frac{k_q}{k}=\frac{\prod_i f(u_i)}{\prod_j f(u_j^\ddagger)},\qquad f(u)=\frac{\sinh(u/2)}{u/2}.
\end{equation}
At 800 K the stretch contributes $f=1.65$. The other three bound modes together contribute 1.13, and the three stable saddle modes 1.08. The ratio is $1.65\times1.13/1.08\approx1.74$ with unrounded factors, and the rate becomes $1.46\times10^{-3}$ s$^{-1}$. The correction comes chiefly from the stretch, which in this model has no stable partner at the saddle. If hydrogen left instead by a bending motion and the other modes kept their frequencies, only one bending factor would be unpaired, $f\approx1.05$ for the transverse mode here, so the size of the correction for a real bond depends on which mode is lost.

In the opposite limit, where every $u$ is large, $2\sinh(u/2)\to e^{u/2}$ and \eqref{quantum} becomes
\begin{equation}
k_q\to\frac{k_BT}{2\pi\hbar}\,e^{-(E_b-\Delta Z)/k_BT},\qquad
\Delta Z=\tfrac12\hbar\Bigl(\sum_i\omega_i-\sum_j\omega_j^\ddagger\Bigr).
\end{equation}
The zero-point energy lost at the saddle, $\Delta Z=0.0054$ hartree here, lowers the effective barrier. The prefactor changes at the same time. Keeping Vineyard's prefactor and merely subtracting $\Delta Z$ from the barrier would multiply the 800 K rate by $e^{0.005413/0.002533}\approx8.5$, whereas \eqref{quantum} gives 1.74. Zero-point energies therefore belong with the quantum prefactor, not with the classical one. Even with that prefactor the limiting form needs every $u$ large: at 800 K, where the softer modes have $u\approx1$ or less, it gives only 1.21 times the classical rate, and the full expression \eqref{quantum} must be used.

Deuterium shows the same effect. Classically the rate ratio is $0.008860/0.006272=1.41$, slightly below $\sqrt{m_{\rm D}/m_{\rm H}}=1.414$ because the host atom shares in the unstable mode. Quantized vibrations raise the hydrogen rate by 1.74 and the deuterium rate by 1.33, so the ratio becomes $1.413\times1.737/1.333=1.84$. The heavier isotope has smaller quanta and, in this model, gains less.

Equation \eqref{quantum} still treats the passage across the saddle classically, which requires $\hbar\omega_b/k_BT$ to be small. In this model it is 3.5 at 800 K. Tunnelling is left out, so neither $1.46\times10^{-3}$ s$^{-1}$ nor the isotope ratio 1.84 is a complete quantum result. For a real interface bond the unstable mode at the saddle must therefore be examined along with the barrier height: the extent to which host atoms share in it influences the classical isotope effect, and its frequency $\omega_b$ shows whether a classical crossing is acceptable. All of this presumes a bond in thermal equilibrium with the lattice, as in an anneal; it does not describe bond breaking driven by energetic carriers in an operating device, where the vibrational population is not thermal and neither these rates nor these isotope ratios apply. The numerical output below lists the frequencies, rates and ratios used here.

\section*{Table of computed values}
\begin{verbatim}
Barrier E_b = 0.1000 hartree
Barrier E_b, converted = 2.7211 eV
Distance to saddle b = 2.00 bohr
Transverse stiffness k_t = 0.0150 hartree/bohr^2
Host stiffness K = 0.1500 hartree/bohr^2
Host shift ratio lambda = -0.20 (no unit)
Host shift at saddle = -0.40 bohr
Mass of H = 1837.15 m_e
Mass of D = 3671.48 m_e
Mass of host atom = 51040.9 m_e
Well mode 1: hbar*omega = 0.001680 hartree
Well mode 2: hbar*omega = 0.002857 hartree
Well mode 3: hbar*omega = 0.002857 hartree
Well mode 4: hbar*omega = 0.009221 hartree
Saddle real mode 1: hbar*omega = 0.001748 hartree
Saddle real mode 2: hbar*omega = 0.002020 hartree
Saddle real mode 3: hbar*omega = 0.002020 hartree
Saddle unstable mode H: hbar*omega_b = 0.008860 hartree
Saddle unstable mode D: hbar*omega_b = 0.006272 hartree
sqrt(det K_well/|det K_saddle|) = 2.00000 (no unit)
Vineyard prefactor H = 2.82023e-03 atomic units
Vineyard prefactor H, converted = 1.1659e+14 1/s
Temperature = 800 K
kT = 0.002533 hartree
E_b/kT = 39.472 (no unit)
Boltzmann factor = 7.2041e-18 (no unit)
Vineyard rate H = 2.0317e-20 atomic units
Vineyard rate H, converted = 8.3995e-04 1/s
Mean bond lifetime, classical = 1190.6 s
Fraction lost in 1000 s, classical = 0.5683
Flux quadrature/Vineyard at 800 K = 0.993331 (no unit)
Flux quadrature/Vineyard at 400 K = 0.996705 (no unit)
Flux quadrature/Vineyard at 200 K = 0.998362 (no unit)
Flux through x=b over best plane, 200 K = 1.01981 (no unit)
Transmission of plane x=b, formula = 0.98053 (no unit)
Transmission of plane x=b, sampled = 0.98062 (no unit)
Classical rate ratio H/D = 1.4127 (no unit)
Flux quadrature ratio H/D, 200 K = 1.4127 (no unit)
Largest well hbar*omega/kT = 3.640 (no unit)
Unstable mode hbar*omega_b/kT = 3.497 (no unit)
Zero-point energy lost at saddle, H = 0.005413 hartree
Quantum/classical rate, H = 1.7368 (no unit)
Quantum/classical rate, D = 1.3332 (no unit)
Quantum-vibration rate H, no tunnelling = 1.4588e-03 1/s
Quantum-vibration rate ratio H/D = 1.8404 (no unit)
\end{verbatim}
